# Henderson's theorem proved two ways, and the conditioning of Boltzmann inversion, part 1

(Sections cited here and not found follow in the second part.)

Two classical particles in a periodic box of volume $V$ interact through $u(\mathbf s)$, where $\mathbf s$ is their separation, at $\beta=1/kT$. The density of configurations is $e^{-\beta u}/(Vz)$ with $z=\int e^{-\beta u}d\mathbf s$. The pair density counts ordered pairs, so it is twice this, and dividing by $\rho^2=4/V^2$ gives
$$g(\mathbf s)=\frac{V}{2z}e^{-\beta u(\mathbf s)},\qquad u=-kT\ln g+\text{const}.$$
The function $g$ fixes $u$ up to a constant, which $z$ absorbs. A small change gives $\delta\ln g=-\beta(\delta u-\langle\delta u\rangle)$, so every non-constant perturbation shows up in $\ln g$ at full strength. For many particles with potentials finite almost everywhere the first feature survives. The second does not: when the structure factor is small at some wavevector, as in a dense fluid, some perturbations reach $\ln g$ strongly damped, and the inversion is then ill-conditioned.

## Statement

Let $N\ge2$ identical particles move on a torus of volume $V$, with $\rho=N/V$, $U=\sum_{i<j}u(\mathbf r_i-\mathbf r_j)$, $u$ even and periodic, and canonical density $p=e^{-\beta U}/Z$. Define $g$ by $\rho^2g(\mathbf x-\mathbf y)=\langle\sum_{i\ne j}\delta(\mathbf x-\mathbf r_i)\delta(\mathbf y-\mathbf r_j)\rangle$. Each pair appears twice in that sum, so for an even function $w$
$$\Big\langle\sum_{i<j}w\Big\rangle=\frac12\rho^2V\!\int\! wg\,d\mathbf s=\frac{N\rho}{2}\int wg\,d\mathbf s.\tag{1}$$

**Theorem.** Let $u_A,u_B$ be finite almost everywhere (a.e.), with $Z_A,Z_B<\infty$. Put $w=u_A-u_B$, $W=U_A-U_B=\sum_{i<j}w$, and assume $\int|w|g_A\,d\mathbf s$ and $\int|w|g_B\,d\mathbf s$ finite, so that (1) applies to $w$ and $\langle|W|\rangle_A$, $\langle|W|\rangle_B$ are finite. If $g_A=g_B$ at the same $N,V,T$, then $w$ is constant a.e.

The theorem asserts uniqueness among pair potentials. It does not assert that a given $g$ comes from one. By (1), $g_A=g_B$ implies $\langle W\rangle_A=\langle W\rangle_B$, and each derivation shows that this equality forces $W$ to be constant.

## First derivation: relative entropy

For probability densities $p,q$ positive a.e., use $-\ln x\ge1-x$, with equality only at $x=1$, for $x=q/p$:
$$\mathrm{KL}(p\|q)=\int p\ln\frac pq\ \ge\int p\Big(1-\frac qp\Big)=1-1=0 .$$
The difference of the two integrands is non-negative, so equality requires $p=q$ a.e. Both canonical densities are positive a.e. because the potentials are finite a.e., and $\ln(p_A/p_B)=-\beta W+\ln(Z_B/Z_A)$. Averaging this over $p_A$, and its negative over $p_B$,
$$\mathrm{KL}(A\|B)=-\beta\langle W\rangle_A+\ln\frac{Z_B}{Z_A},\qquad \mathrm{KL}(B\|A)=\beta\langle W\rangle_B-\ln\frac{Z_B}{Z_A}.$$
The partition functions cancel in the sum, and (1) gives
$$\mathrm{KL}(A\|B)+\mathrm{KL}(B\|A)=\beta\big(\langle W\rangle_B-\langle W\rangle_A\big)=\frac{\beta N\rho}{2}\int w\,(g_B-g_A)\,d\mathbf s.\tag{2}$$
If $g_A=g_B$, two non-negative terms add to zero, so both vanish, $p_A=p_B$ a.e., and $W=kT\ln(Z_B/Z_A)$ is constant a.e.

## Second derivation: fluctuations along a path

Join the potentials by $U_t=U_B+tW$, $0\le t\le1$, and set $\phi(t)=\ln Z_t$. The weight $e^{-\beta U_t}=(e^{-\beta U_B})^{1-t}(e^{-\beta U_A})^{t}$ is a weighted geometric mean and cannot exceed the larger factor, so
$$e^{-\beta U_t}\le e^{-\beta U_A}+e^{-\beta U_B},\tag{3}$$
and $Z_t$ is finite. For $0<t<1$ and small $\epsilon>0$, the bound $|W|^m\le C_m(e^{\beta\epsilon W}+e^{-\beta\epsilon W})$ gives $|W|^me^{-\beta U_t}\le C_m(e^{-\beta U_{t-\epsilon}}+e^{-\beta U_{t+\epsilon}})$, which is integrable by (3). Differentiation under the integral is therefore allowed. With $Z_t'=-\beta Z_t\langle W\rangle_t$ and $Z_t''=\beta^2Z_t\langle W^2\rangle_t$,
$$\phi'=-\beta\langle W\rangle_t,\qquad \phi''=\frac{Z_t''}{Z_t}-\Big(\frac{Z_t'}{Z_t}\Big)^2=\beta^2\,\mathrm{Var}_t(W)\ge0 .$$
At the ends, (3) bounds $|W|e^{-\beta U_t}$ by $|W|(e^{-\beta U_A}+e^{-\beta U_B})$, integrable by assumption, so dominated convergence makes $\langle W\rangle_t$ continuous on $[0,1]$. Integrating $\phi''$ from $B$ ($t=0$) to $A$ ($t=1$),
$$\beta\big(\langle W\rangle_B-\langle W\rangle_A\big)=\phi'(1)-\phi'(0)=\beta^2\int_0^1\mathrm{Var}_t(W)\,dt.\tag{4}$$
If $g_A=g_B$ the left side vanishes, so $\mathrm{Var}_t(W)=0$ for almost every $t$. For one such $t$, $W$ equals its mean wherever $p_t>0$, which is a.e.

## From the total energy to the pair potential

Place particle 1 at $\mathbf x$ or $\mathbf x'$ and particle 2 at $\mathbf y$ or $\mathbf y'$, hold the others fixed, and form $W(\mathbf x,\mathbf y)-W(\mathbf x',\mathbf y)-W(\mathbf x,\mathbf y')+W(\mathbf x',\mathbf y')$. It vanishes for almost all positions. A term $w(\mathbf x-\mathbf r_j)$ with $j\ge3$ enters the first and third energies with opposite signs and cancels, as does every other term that depends on at most one of the two particles. What remains is
$$w(\mathbf x-\mathbf y)+w(\mathbf x'-\mathbf y')=w(\mathbf x'-\mathbf y)+w(\mathbf x-\mathbf y').\tag5$$
Since $w$ need not be integrable, pass to the bounded function $\chi=e^{i\tau w}$ with real $\tau$, which turns the sums in (5) into products. Average over $\mathbf x'$ and $\mathbf y'$ on the torus, where every translate of $\chi$ has the same mean $\bar\chi$. This gives $\chi(\mathbf x-\mathbf y)\,\bar\chi=\bar\chi^2$. As $\tau\to0$, $\bar\chi\to1$ by dominated convergence, so $\bar\chi\neq0$ for small $\tau$ and $\chi=\bar\chi$ a.e. The difference of $w$ between almost any two points is then an integer multiple of $2\pi/\tau$. Taking both $\tau$ and $\sqrt2\,\tau$, a nonzero difference would make $\sqrt2$ rational, so $w$ is constant a.e. and the theorem is proved.

If both potentials are isotropic and vanish beyond $r_c$, less than half the box edge, (1) involves the angular average of $g$ on $r<r_c$ alone. Agreement of the radial $g(r)$ on that range suffices, and the constant is zero because $w=0$ beyond $r_c$.

A common hard core restricts both derivations to allowed configurations. There $W$ is still constant, but (5) needs the four placements to be allowed. On a ring of $L$ sites with single occupancy, four distinct sites $a,b,c,d$ can be kept free when the other $N-2$ particles fit on $L-4$ sites, that is $N\le L-2$. Then (5) reads $w_{ab}-w_{ad}=w_{cb}-w_{cd}$, a number $\delta_{bd}$ independent of $a$. Summing over $a\neq b,d$ gives $(L-2)\delta_{bd}=(\Sigma-w_{db})-(\Sigma-w_{bd})=0$, where $\Sigma$ is the sum of $w$ over all partners of a site, the same for $b$ and $d$. Hence $w$ is constant. For $N=L-1$ all configurations are translates of one another and every potential gives the same $g$. Enumeration for $L=12$ with 6 distances agrees: the differences of pair-count vectors have rank 5 for $N=2,\dots,10$, leaving the constant alone free, and rank 0 for $N=11$. The continuum hard-core case is not proved here.

## What each derivation assumes

Both need finite $Z_A,Z_B$, finite $\langle|W|\rangle$ at the two ends, positive weights, and the step (5), which is where pair additivity and the freedom to move two particles enter. The first uses one inequality and refers to the states $A$ and $B$ alone. The second needs every intermediate system and two derivatives of $\ln Z_t$. At finite $N$ these follow from (3) without new assumptions. Both (2) and (4) are quantitative. In (4) the separation of $g_A$ and $g_B$ is measured by a variance, which can be positive and yet small.

The difference matters for $N\to\infty$ at fixed $\rho$. Dividing by $N$, equal $g$ implies only that the relative entropy per particle vanishes, or that $\int_0^1\mathrm{Var}_t(W)\,dt/N\to0$, and a quantity positive for each $N$ may have limit zero. The first route must add the variational theorem for infinite-volume Gibbs states, that a translation-invariant minimiser of the free-energy density satisfies the DLR equations, and then apply (5) to conditional densities. That theorem is an outside input, not proved here. The second route must add a positive lower bound on $\mathrm{Var}_t(W)/N$. The same variance governs the conditioning of the inversion.

On a ring with $L=20$, $N=10$ (184756 configurations), take $u_A=(2,0,0)\,kT$ and $u_B=(1.5,0.3,-0.2)\,kT$ at distances 1, 2, 3 and zero beyond. The left side of (2), the difference of averages and the integral in (4) each equal 0.95109. Inverting $g_A$ from three random starts returns $u_A$ to $1.4\times10^{-13}\,kT$ once $u_{10}=0$ fixes the constant.

## Linearised iterative Boltzmann inversion

Let $u$ take the value $u_k$ in bin $k$ and let $n_k$ count the pairs there, so $U=\sum_ku_kn_k$. Differentiating $\langle n_k\rangle=Z^{-1}\int n_ke^{-\beta U}$ gives
$$\frac{\partial\langle n_k\rangle}{\partial u_l}=-\beta\big(\langle n_kn_l\rangle-\langle n_k\rangle\langle n_l\rangle\big)=-\beta K_{kl}.$$
Since $w^{T}Kw=\mathrm{Var}(W)$, $K$ is positive semidefinite, and by the theorem its null space is the constants. Iterative Boltzmann inversion (IBI) towards a target $g^*$, produced by $u^*$, is $u\leftarrow u+\alpha kT\ln(g/g^*)$ with $\alpha>0$. By (1), $g_k\propto\langle n_k\rangle$. With $D=\mathrm{diag}\langle n_k\rangle^*$ and $u=u^*+\delta u$, to first order in $\delta u$,
$$\delta\ln g=-\beta M\,\delta u,\quad M=D^{-1}K,\qquad \delta u\leftarrow(1-\alpha M)\,\delta u.\tag6$$
Because $M=D^{-1/2}\tilde KD^{1/2}$ with $\tilde K=D^{-1/2}KD^{-1/2}$ symmetric, the eigenvalues $\lambda_j$ are real and non-negative. With orthonormal eigenvectors $v_j$ of $\tilde K$, the amplitude $a_j=v_j^TD^{1/2}\delta u$ is multiplied by $1-\alpha\lambda_j$ per step. The constant has $\lambda=0$ and stays put. The others all decay if and only if $\alpha<2/\lambda_{\max}$. Let $\lambda_{\min}$ be the smallest nonzero eigenvalue and $\kappa=\lambda_{\max}/\lambda_{\min}$. The worst factor $\max_j|1-\alpha\lambda_j|$ is least when $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$, so $\alpha=2/(\lambda_{\max}+\lambda_{\min})$ and the factor is $(\kappa-1)/(\kappa+1)$. For two particles all nonzero $\lambda$ equal 1 and one step with $\alpha=1$ suffices.

For the ring at $u_A$ the nonzero eigenvalues run from 0.0344 to 2.1585, so $\alpha=1$ is unstable. The nonlinear iteration follows (6): the slowest mode shrinks by 0.42012 in 50 steps at $\alpha=0.5$, and the fastest changes by 0.12158 $=0.9^{20}$ and 6.7275 $=1.1^{20}$ in 20 steps just below ($\alpha=0.8802$) and above ($0.9729$) the threshold.

## The soft mode without a closure

By the Rayleigh principle $\lambda_{\min}\le R[w]=w^TKw/w^TDw$ for any $w$ with $w^TD\mathbf 1=0$. Take $w=\cos\mathbf k\cdot\mathbf s$ with $\mathbf k$ and $2\mathbf k$ nonzero modes of the box, minus its weighted mean. In more than one dimension the bins must resolve the direction of $\mathbf s$. With $\rho_{\mathbf k}=\sum_je^{i\mathbf k\cdot\mathbf r_j}$ one has $|\rho_{\mathbf k}|^2=N+2\sum_{i<j}\cos\mathbf k\cdot\mathbf r_{ij}$, so $W=(|\rho_{\mathbf k}|^2-N)/2$ and the numerator is $\mathrm{Var}|\rho_{\mathbf k}|^2/4$. Define $S(k)=\langle|\rho_{\mathbf k}|^2\rangle/N$, so $\langle W\rangle=N(S-1)/2$. From $\cos^2\theta=(1+\cos2\theta)/2$ over $N(N-1)/2$ pairs,
$$\Big\langle\sum_{i<j}\cos^2\Big\rangle=\frac{N(N-1)}4+\frac{N(S(2k)-1)}4 .$$
Removing the mean subtracts $\langle W\rangle^2/[N(N-1)/2]$ from the denominator and leaves the variance unchanged:
$$R=\frac{\mathrm{Var}|\rho_{\mathbf k}|^2/4}{[N(N-2)+NS(2k)]/4-N(1-S)^2/[2(N-1)]}.\tag7$$
Assume that $\rho_{\mathbf k}$ is Gaussian at large $N$, with independent real and imaginary parts of variance $\sigma^2$. Then $|\rho_{\mathbf k}|^2$ has mean $2\sigma^2$ and variance $2\cdot2\sigma^4$, the square of the mean $NS$. The denominator tends to $N^2/4$, so $R\to S(k)^2$ and $\lambda_{\min}\le\min_kS(k)^2$ in that limit. A potential of wavevector $\mathbf k$ acts through density fluctuations at $\mathbf k$, and a nearly incompressible fluid has few of them at long wavelength.

For the ring at $k=2\pi/20$, $S=0.1790$, $S(2k)=0.1912$ and $\mathrm{Var}|\rho_k|^2=3.5874$. The numerator is 0.8969, the denominator is $(80+1.912)/4-10(0.821)^2/18=20.10$, and $R=0.0446$, above $\lambda_{\min}=0.0344$ as a bound must be. It exceeds $S^2=0.0321$ by the factor 1.392, which is the non-Gaussian ratio 1.119 of variance to squared mean times $25/20.10$.

This part has shown that, under the stated conditions at finite $N$, $g$ fixes the pair potential up to a constant, and that soft modes with small $\lambda_j$ make the inversion ill-conditioned, with $\lambda_{\min}\le\min_kS(k)^2$ at large $N$ if $\rho_{\mathbf k}$ is Gaussian. What remains is the spectrum for finite-range isotropic potentials in the HNC closure, the effect of errors on the potential and the pressure, and a worked Lennard-Jones example.

Numerical values quoted here were computed with a short program.
